**Lowest crossing of tetragonal wells in the linear T–e model**

In the linear T–e Jahn–Teller model, the lowest crossing of two tetragonal wells lies 3/4 of the Jahn–Teller energy E_JT = F²/(2K) above the minima. Here K is the stiffness of the e mode, F is its coupling to the orbital triplet, and Q0 = F/K is the displacement of each well. The program builds the coupling matrices from angular momentum matrices, finds the minima by search and the crossings by constrained minimization, and asserts that they agree with the derived formulas. It also floods a grid of the lowest energy surface until two wells join, and asserts that this level agrees with the formula within the grid error. For K = 400 eV/nm² and F = 16 eV/nm the output shows E_JT = 0.32 eV and a crossing height of 0.24 eV. Further assertions cover constant mixing W of two states, coupling F_T to t2 modes, a cubic term A, and the overlap of vibrational levels. With the illustrative strengths chosen, the height becomes 0.230 eV with mixing, 0.195 eV with t2 coupling, and 0.215 or 0.275 eV with the cubic term, depending on its sign. At 100 K, 99.6 % of the weighted vibrational transfer comes from levels below the crossing.

## Program and output

```python
# Result under test: in the linear T-e Jahn-Teller model the lowest crossing of
# two tetragonal wells lies 3/4 of the Jahn-Teller energy above the minima.
# Energy matrix: K*|Q|^2/2 - sum_m force_m*Q_m*U_m for the states x, y, z.
#   Q = (Qtheta, Qeps, Qxi, Qeta, Qzeta): e and t2 coordinates in nm
#   K: stiffness in eV/nm^2;  F, F_T: couplings to e and t2 modes in eV/nm
#   Q0 = F/K: well displacement;  E_JT = F^2/(2K): Jahn-Teller energy
#   W: constant x-y mixing in eV;  A: cubic anharmonicity in eV/nm^3
import numpy as np
from scipy import constants as const
from scipy.ndimage import label
from scipy.optimize import minimize, minimize_scalar
from scipy.special import eval_laguerre

K, F = 400.0, 16.0
F_T, W, A = 6.0, 0.010, 400.0
mass_u, temperature = 28.0, 100.0
UNIT = 0.01  # nm, length scale used inside the optimizers

# Coupling matrices from the angular momentum matrices of a triplet
L = np.zeros((3, 3, 3), complex)
for k, i, j in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[k, i, j], L[k, j, i] = -1j, 1j
Lx, Ly, Lz = L
U = np.array([np.eye(3) - 1.5 * Lz @ Lz,
              np.sqrt(3) / 2 * (Ly @ Ly - Lx @ Lx),
              -(Ly @ Lz + Lz @ Ly),
              -(Lz @ Lx + Lx @ Lz),
              -(Lx @ Ly + Ly @ Lx)]).real
mix_xy = np.zeros((3, 3))
mix_xy[0, 1] = mix_xy[1, 0] = 1.0
E_ONLY = np.array([F, F])
E_AND_T2 = np.array([F, F, F_T, F_T, F_T])
T2_ONLY = np.array([0, 0, F_T, F_T, F_T])


def energy_matrix(Q, forces=E_ONLY, mixing=0.0):
    Q = np.asarray(Q, float)
    elastic = 0.5 * K * np.sum(Q**2, axis=-1)
    coupling = np.tensordot(Q * forces, U[:len(forces)], axes=(-1, 0))
    return elastic[..., None, None] * np.eye(3) - coupling + mixing * mix_xy


def lowest(Q, forces=E_ONLY, mixing=0.0):
    return np.linalg.eigvalsh(energy_matrix(Q, forces, mixing))[..., 0]


def relax(start, forces=E_ONLY, mixing=0.0):
    res = minimize(lambda u: float(lowest(UNIT * u, forces, mixing)),
                   np.asarray(start) / UNIT, method="BFGS",
                   options={"gtol": 1e-7})
    return UNIT * res.x, res.fun


# Derived formulas
Q0 = F / K
E_JT = F**2 / (2 * K)
height = 0.75 * E_JT

# The e-mode coupling is diagonal, so the three sheets do not mix
for m in range(2):
    assert np.allclose(U[m], np.diag(np.diag(U[m])), atol=1e-14)

# Minima by search from random starts
rng = np.random.default_rng(3)
found = [relax(rng.uniform(-0.06, 0.06, 2)) for _ in range(24)]
assert all(abs(e + E_JT) < 1e-6 for _, e in found)
assert all(abs(np.linalg.norm(q) - Q0) < 2e-5 for q, _ in found)
wells = []
for q, _ in found:
    if all(np.linalg.norm(q - w) > 0.01 for w in wells):
        wells.append(q)
assert len(wells) == 3
separation = np.linalg.norm(wells[0] - wells[1])
assert abs(separation - np.sqrt(3) * Q0) < 5e-5
well_min = np.mean([e for _, e in found])
levels = np.linalg.eigvalsh(energy_matrix(wells[0]))
vertical_gap = levels[1] - levels[0]
assert abs(vertical_gap - 3 * E_JT) < 1e-3

# Lowest crossing of each pair by constrained minimization
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    def sheet(u, s):
        return energy_matrix(UNIT * u)[s, s]
    res = minimize(lambda u: sheet(u, i), rng.uniform(-3, 3, 2),
                   method="SLSQP", options={"ftol": 1e-13, "maxiter": 300},
                   constraints={"type": "eq",
                                "fun": lambda u: sheet(u, i) - sheet(u, j)})
    assert abs(res.fun - well_min - height) < 1e-5
    assert abs(lowest(UNIT * res.x) - res.fun) < 1e-5
    assert abs(sheet(res.x, k) - 1.25 * E_JT) < 1e-4
    if (i, j) == (0, 1):
        crossing_Q, crossing_E = UNIT * res.x, res.fun
        third_E = sheet(res.x, k)
assert np.allclose(crossing_Q, [-Q0 / 2, 0], atol=2e-5)

# Lowest pass by flooding a grid until two wells join.
# A grid step may jump over the ridge: error at most slope times spacing.
axis = np.linspace(-0.06, 0.06, 601)
step = axis[1] - axis[0]
surface = lowest(np.stack(np.meshgrid(axis, axis, indexing="ij"), -1))
cells = [tuple(int(np.argmin(abs(axis - c))) for c in w) for w in wells]
low, high = -0.95 * E_JT, 0.0
for _ in range(16):
    mid = 0.5 * (low + high)
    pools = label(surface <= mid)[0]
    if pools[cells[0]] == pools[cells[1]]:
        high = mid
    else:
        low = mid
flood_height = high - well_min
flood_tol = K * separation / 2 * step + 1e-4
assert abs(flood_height - height) < flood_tol

# Constant mixing W of the states x and y
near_x = np.array([-0.018, 0.033])
_, mixed_min = relax(near_x, mixing=W)
mixed_pass = minimize_scalar(lambda t: float(lowest([t, 0.0], mixing=W)),
                             bounds=(-Q0, 0), method="bounded",
                             options={"xatol": 1e-9}).fun
mixed_height = mixed_pass - mixed_min
assert abs(mixed_height - (height - W + W**2 / (3 * E_JT))) < 1e-6

# Linear coupling to t2 modes
E_T = 2 * F_T**2 / (3 * K)
_, trigonal_min = relax([0, 0, 0.01, 0.012, 0.008], T2_ONLY)
assert abs(trigonal_min + E_T) < 1e-6
_, tetragonal_min = relax([-0.018, 0.033, 0.002, -0.001, 0.003], E_AND_T2)
assert abs(tetragonal_min + E_JT) < 1e-6
res = minimize(lambda u: float(lowest(UNIT * np.array([u[0], 0, 0, 0, u[1]]),
                                      E_AND_T2)),
               [-1.5, 1.0], method="BFGS", options={"gtol": 1e-7})
t2_height = res.fun - tetragonal_min
assert abs(t2_height - 0.75 * (E_JT - E_T)) < 1e-6
saddle = UNIT * np.array([res.x[0], 0, 0, 0, res.x[1]])
h = 1e-4
shift = h * np.eye(5)


def f5(Q):
    return float(lowest(Q, E_AND_T2))


gradient = np.array([(f5(saddle + s) - f5(saddle - s)) / (2 * h)
                     for s in shift])
hessian = np.array([[(f5(saddle + a + b) - f5(saddle + a - b)
                      - f5(saddle - a + b) + f5(saddle - a - b)) / (4 * h * h)
                     for b in shift] for a in shift])
assert np.max(abs(gradient)) < 0.01
negative_modes = int(np.sum(np.linalg.eigvalsh(hessian) < 0))
assert negative_modes == 1


# Cubic anharmonicity; symmetry keeps z well and x-y crossing on the theta axis
def cubic_height(a):
    def energy(t):
        return float(lowest([t, 0.0])) + a * t**3
    opts = {"xatol": 1e-10}
    well = minimize_scalar(energy, bounds=(0.2 * Q0, 2 * Q0),
                           method="bounded", options=opts).fun
    top = minimize_scalar(energy, bounds=(-Q0, 0),
                          method="bounded", options=opts).fun
    return top - well


small = 4.0
slope = (cubic_height(small) - cubic_height(-small)) / (2 * small)
assert abs(slope / (-9 / 8 * Q0**3) - 1) < 2e-3
cubic_plus, cubic_minus = cubic_height(A), cubic_height(-A)

# Vibrations along the line joining two wells
K_SI = K * const.e * 1e18
mass = mass_u * const.atomic_mass
omega = np.sqrt(K_SI / mass)
quantum = const.hbar * omega / const.e
kT = const.k * temperature / const.e
osc_length = np.sqrt(const.hbar / (mass * omega)) * 1e9
D = np.sqrt(3) * Q0 / osc_length
y = np.linspace(-25, 25, 5001)


def oscillator_states(x, count):
    states = [np.pi**-0.25 * np.exp(-x**2 / 2)]
    states.append(np.sqrt(2) * x * states[0])
    for n in range(1, count - 1):
        states.append(np.sqrt(2 / (n + 1)) * x * states[n]
                      - np.sqrt(n / (n + 1)) * states[n - 1])
    return np.array(states)


count = 41
n = np.arange(count)
left = oscillator_states(y + D / 2, count)
right = oscillator_states(y - D / 2, count)
overlap = np.sum(left * right, axis=1) * (y[1] - y[0])
S = 3 * E_JT / quantum
assert abs(overlap[0] / np.exp(-S / 2) - 1) < 1e-6
assert np.allclose(overlap, np.exp(-S / 2) * eval_laguerre(n, S),
                   rtol=1e-6, atol=1e-11)
weight = np.exp(-n * quantum / kT) * overlap**2
weight /= weight.sum()
assert weight[-1] < 1e-10
level_energy = (n + 0.5) * quantum
best = int(np.argmax(weight))
share_below = weight[level_energy < height].sum()
assert level_energy[best] < height and share_below > 0.5

print(f"Stiffness K = {K:.0f} eV/nm^2")
print(f"Coupling F to e mode = {F:.0f} eV/nm")
print(f"Well displacement Q0 = {Q0:.4f} nm")
print(f"Jahn-Teller energy E_JT = {E_JT:.4f} eV")
print(f"Minimum energy found by search = {well_min:.4f} eV")
print(f"Number of distinct minima found = {len(wells)}")
print(f"Distance between two minima = {separation:.4f} nm")
print(f"Vertical gap at a minimum = {vertical_gap:.3f} eV")
print(f"x-y crossing, Qtheta = {crossing_Q[0]:.4f} nm")
print(f"x-y crossing, |Qeps| = {abs(crossing_Q[1]):.4f} nm")
print(f"Energy of lowest crossing = {crossing_E:.4f} eV")
print(f"Third sheet at the crossing = {third_E:.4f} eV")
print(f"Crossing height above minima = {crossing_E - well_min:.4f} eV")
print(f"Height / E_JT = {(crossing_E - well_min) / E_JT:.4f}")
print(f"Pass height from grid flooding = {flood_height:.4f} eV")
print(f"Error bound of grid flooding = {flood_tol:.4f} eV")
print(f"State mixing W = {W:.3f} eV")
print(f"Height with mixing W = {mixed_height:.4f} eV")
print(f"Coupling F_T to t2 modes = {F_T:.0f} eV/nm")
print(f"Trigonal energy E_T = {E_T:.4f} eV")
print(f"Height with t2 coupling = {t2_height:.4f} eV")
print(f"Downhill directions at t2 saddle = {negative_modes}")
print(f"Cubic coefficient size |A| = {A:.0f} eV/nm^3")
print(f"First-order cubic shift, size = {9 / 8 * A * Q0**3:.4f} eV")
print(f"Height with A positive = {cubic_plus:.4f} eV")
print(f"Height with A negative = {cubic_minus:.4f} eV")
print(f"Mode mass = {mass_u:.0f} u")
print(f"Vibrational quantum = {quantum:.4f} eV")
print(f"Zero-point energy along path = {quantum / 2:.4f} eV")
print(f"Ground-level overlap of two wells = {overlap[0]:.2e}")
print(f"Ground-level coupling W*overlap = {W * overlap[0]:.2e} eV")
print(f"Temperature = {temperature:.0f} K")
print(f"Thermal energy kT = {kT:.5f} eV")
print(f"Boltzmann factor of the height = {np.exp(-height / kT):.2e}")
print(f"Level carrying most transfer, n = {best}")
print(f"Energy of that level above minimum = {level_energy[best]:.4f} eV")
print(f"Transfer share below crossing = {100 * share_below:.1f} %")
print("success")
```

Running it gives:

```
Stiffness K = 400 eV/nm^2
Coupling F to e mode = 16 eV/nm
Well displacement Q0 = 0.0400 nm
Jahn-Teller energy E_JT = 0.3200 eV
Minimum energy found by search = -0.3200 eV
Number of distinct minima found = 3
Distance between two minima = 0.0693 nm
Vertical gap at a minimum = 0.960 eV
x-y crossing, Qtheta = -0.0200 nm
x-y crossing, |Qeps| = 0.0000 nm
Energy of lowest crossing = -0.0800 eV
Third sheet at the crossing = 0.4000 eV
Crossing height above minima = 0.2400 eV
Height / E_JT = 0.7500
Pass height from grid flooding = 0.2389 eV
Error bound of grid flooding = 0.0029 eV
State mixing W = 0.010 eV
Height with mixing W = 0.2301 eV
Coupling F_T to t2 modes = 6 eV/nm
Trigonal energy E_T = 0.0600 eV
Height with t2 coupling = 0.1950 eV
Downhill directions at t2 saddle = 1
Cubic coefficient size |A| = 400 eV/nm^3
First-order cubic shift, size = 0.0288 eV
Height with A positive = 0.2146 eV
Height with A negative = 0.2747 eV
Mode mass = 28 u
Vibrational quantum = 0.0244 eV
Zero-point energy along path = 0.0122 eV
Ground-level overlap of two wells = 2.95e-09
Ground-level coupling W*overlap = 2.95e-11 eV
Temperature = 100 K
Thermal energy kT = 0.00862 eV
Boltzmann factor of the height = 8.03e-13
Level carrying most transfer, n = 6
Energy of that level above minimum = 0.1588 eV
Transfer share below crossing = 99.6 %
success
```
